# Stretched-Exponential Threshold Drift from a Decaying Trapping Coefficient: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the drift from a rate equation

### The result and its setting

A thin-film transistor is held at a constant gate voltage $V_G$ from the time $t=0$. Its threshold voltage starts at $V_{T0}$ and drifts because carriers of the channel become trapped. If trapping is first order in the density of free carriers, with a rate coefficient

$$k(t)=k_0(\omega t)^{\beta-1},\qquad 0<\beta\le 1, \tag{1}$$

then the threshold shift $\Delta(t)=V_T(t)-V_{T0}$ is

$$\boxed{\;\Delta(t)=(V_G-V_{T0})\left[1-e^{-(t/\tau)^\beta}\right],\qquad \tau=\frac1\omega\left(\frac{\beta\omega}{k_0}\right)^{1/\beta}\;} \tag{2}$$

Here $k_0$ is the value of the coefficient at $t=1/\omega$, and $\omega$ is a reference rate. Both are in s$^{-1}$. They enter through the single combination $k_0\omega^{\beta-1}$, so $\omega$ may be chosen freely if $k_0$ is changed to match.

The device is an n-channel transistor with $V_G>V_{T0}$ and a drain voltage small enough for the channel to be uniform. Trapping is irreversible, and the trap sites are so numerous that their filling does not slow it. The coefficient is a prescribed function of the time since the bias was applied: the carriers neither use up nor reset whatever makes it decay. This last condition carries more weight than it seems to, and the second half shows what happens without it.

### From trapped charge to threshold shift

Let $x$ run from the channel at $x=0$ through an insulator of thickness $d$ and permittivity $\varepsilon$ to the gate at $x=d$. The capacitance per area is $C=\varepsilon/d$. The elementary charge $q$ is positive, so an electron carries $-q$. Suppose that $N$ electrons per area are trapped in a sheet at depth $x_s$, and that $n$ free electrons per area are in the channel.

The potential $\phi$ obeys $\phi''=-\rho/\varepsilon$. At the trapped sheet $\rho=-qN\,\delta(x-x_s)$, so the slope $\phi'$ rises there by $qN/\varepsilon$. Call the slope just inside the insulator $\phi'(0^+)$. The potential rises by $\phi'(0^+)x_s$ before the sheet and by $[\phi'(0^+)+qN/\varepsilon](d-x_s)$ after it. The sum is

$$\phi(d)-\phi(0)=\phi'(0^+)\,d+\frac{qN}{\varepsilon}(d-x_s). \tag{3}$$

Above threshold, the field on the far side of the channel is taken as constant, and its effect is absorbed in $V_{T0}$ together with work-function differences and fixed charge. Gauss's law for the free sheet then reads $\varepsilon\phi'(0^+)=qn$, and the potential difference that counts is $V_G-V_{T0}$. Inserting both in (3) and multiplying by $C=\varepsilon/d$ gives

$$qn=C(V_G-V_{T0})-qN\left(1-\frac{x_s}{d}\right). \tag{4}$$

The threshold is the gate voltage at which this linear law gives $n=0$. It has therefore moved by

$$\Delta=\frac{qN}{C}\left(1-\frac{x_s}{d}\right). \tag{5}$$

A charge near the gate has little effect, because its field lines end on the gate. For trapping at the channel interface, $x_s=0$ and $\Delta=qN/C$. With the initial overdrive written as $V_0=V_G-V_{T0}$, equation (4) becomes

$$qn=C(V_0-\Delta),\qquad n+N=\frac{CV_0}{q}. \tag{6}$$

The second relation says that the gate voltage fixes the total number of electrons at the interface. Each trapping event removes one free electron, and the contacts do not replace it. "Free" here means not permanently trapped: an electron that rests for a while in a shallow tail state still counts in $n$.

### Integrating the rate equation

First-order trapping means $dN/dt=k(t)\,n$. Multiply by $q/C$ and use (6):

$$\frac{d\Delta}{dt}=k(t)\,(V_0-\Delta). \tag{7}$$

The drift is driven by the overdrive that remains. This feedback makes the final shift equal to $V_0$.

Define the accumulated coefficient, a dimensionless clock,

$$u(t)=\int_0^t k(t')\,dt'=k_0\omega^{\beta-1}\int_0^t t'^{\,\beta-1}dt'=\frac{k_0\omega^{\beta-1}}{\beta}\,t^\beta. \tag{8}$$

For $\beta<1$ the integrand diverges at $t'=0$, but the lower limit contributes nothing as long as $\beta>0$, since $t'^{\,\beta}\to0$. For $\beta=0$ the integral diverges as a logarithm, and for $\beta<0$ as a power. The coefficient would then need a short-time cutoff, and the result would depend on it.

Set $u=(t/\tau)^\beta$. Comparison with (8) gives $\tau^{-\beta}=k_0\omega^{\beta-1}/\beta$, hence $\tau^\beta=\beta\omega^{1-\beta}/k_0=\omega^{-\beta}(\beta\omega/k_0)$. The root of order $\beta$ is the expression for $\tau$ in (2).

Let $y=V_0-\Delta$. Equation (7) becomes $dy/dt=-k\,y$. For $t>0$ we have $du/dt=k$, so

$$\frac{d}{dt}\left(e^{u}y\right)=e^{u}\left(k\,y+\frac{dy}{dt}\right)=0. \tag{9}$$

The product $e^uy$ is thus constant for $t>0$. As $t\to0$ the clock goes to zero, and a shift that starts continuously from zero has $y\to V_0$. The constant is $V_0$, so $y=V_0e^{-u}$ and $\Delta=V_0(1-e^{-u})$, which is (2). The argument applies to every solution that is continuous at $t=0$, so the solution is unique in spite of the singular coefficient.

### What the formula says

At $t=\tau$ the shift is the fraction $1-1/e$ of its final value, whatever $\beta$ is. The coefficient at that moment is $k(\tau)=\beta/\tau$. The mean time that an electron stays free is the integral of the remaining fraction. With $t=\tau u^{1/\beta}$,

$$\int_0^\infty e^{-(t/\tau)^\beta}dt=\frac{\tau}{\beta}\int_0^\infty u^{1/\beta-1}e^{-u}du=\frac{\tau}{\beta}\,\Gamma\!\left(\frac1\beta\right)=\tau\,\Gamma\!\left(1+\frac1\beta\right). \tag{10}$$

For $\beta=1/2$ this is $\Gamma(3)\tau=2\tau$. The slow tail makes the mean longer than $\tau$.

When $u\ll1$, expansion of the exponential gives

$$\Delta=V_0\left(u-\frac{u^2}{2}+\dots\right)\simeq V_0\left(\frac t\tau\right)^\beta. \tag{11}$$

The power law overestimates the shift by a relative amount of about $u/2$. To leading order a measurement in this regime fixes the ratio $V_0/\tau^\beta$, but not $V_0$ and $\tau$ separately. If the final shift is not known independently, an early record constrains it only through the small correction $u/2$, and so only weakly unless the data are very precise.

The drift rate in (11) diverges as $t\to0$ when $\beta<1$, while the shift itself stays finite. A physical coefficient is cut off at some short time. If this time is $1/\omega$, the shift that the formula assigns to the doubtful interval is about $V_0(\omega\tau)^{-\beta}$, which is negligible when $(\omega\tau)^\beta$ is very large. For small $\beta$ this asks much more than a large $\omega\tau$.

For $\beta=1$ the coefficient is constant, $\tau=1/k_0$, and the drift is an ordinary exponential. For general $\beta$, taking two logarithms of (2) gives

$$\ln\left[-\ln\left(1-\frac{\Delta}{V_0}\right)\right]=\beta\ln t-\beta\ln\tau, \tag{12}$$

a straight line in $\ln t$ with slope $\beta$, provided that $V_0$ is the correct final shift.

At late times the threshold approaches the gate voltage. The linear charge law (4) fails once the overdrive is small enough for the device to enter its subthreshold regime, so the last part of the approach lies outside the model.

### Temperature

Equation (2) holds at one temperature. A temperature law needs further input. Suppose that $\beta=T/T_0$ with a constant $T_0$, and that $k_0=\beta\omega\,e^{-E_A/k_BT_0}$ with constant $\omega$ and $E_A$. Then $\beta\omega/k_0=e^{E_A/k_BT_0}$. Raising this to the power $1/\beta=T_0/T$ gives

$$\tau=\frac1\omega\,e^{E_A/k_BT}. \tag{13}$$

The time constant is thermally activated although $k_0/(\beta\omega)$ does not depend on temperature. The activation comes from the exponent $1/\beta$.

### A worked example

Take an insulator 300 nm thick with relative permittivity 7, $V_G=20$ V, $V_{T0}=2$ V, $T=300$ K, $T_0=600$ K, $\omega=10^{10}$ s$^{-1}$ and $E_A=0.95$ eV. These are round model parameters. The capacitance is $C=20.66$ nF/cm$^2$, the overdrive is $V_0=18$ V, and the initial electron density is $CV_0/q=2.32\times10^{12}$ cm$^{-2}$.

The exponent is $\beta=300/600=0.5$. With $k_BT_0=0.0517$ eV, the coefficient at $t=1/\omega$ is $k_0=52.4$ s$^{-1}$. Therefore

$$\tau=\frac{1}{10^{10}\ \mathrm{s^{-1}}}\left(\frac{0.5\times10^{10}}{52.4}\right)^2=9.1\times10^5\ \mathrm{s},$$

or about 10.5 days. After $10^4$ s the clock reads $u=\sqrt{10^4/(9.1\times10^5)}=0.105$, and

$$\Delta=18\ \mathrm{V}\times(1-e^{-0.105})=1.79\ \mathrm{V}.$$

The trapped density is then $2.31\times10^{11}$ cm$^{-2}$, a tenth of the electrons. The early law (11) gives 1.89 V, too large by 5 percent of the full result, as $u/2$ predicts. The coefficient has fallen from 52.4 s$^{-1}$ at $t=1/\omega$ to $5.2\times10^{-6}$ s$^{-1}$.

The shift is 0.019 V at 1 s, 0.188 V at 100 s, 11.7 V at $10^6$ s and 17.3 V at $10^7$ s. The first two values differ by nearly a factor of ten over two decades of time, the mark of $t^{1/2}$. Direct numerical integration of (7) at these four times and at $10^4$ s gives the same shifts to the four decimals shown in the numerical output.

### Three changes to the rate equation

The method of this half also handles neighbouring models. In each case below, the parameters of the example are kept and one assumption is changed.

**An older clock.** Suppose that the process behind $k$ began a time $t_a$ before the bias was applied. The coefficient is then $k(t+t_a)$, and its integral from 0 to $t$ is

$$u_a(t)=\frac{(t+t_a)^\beta-t_a^\beta}{\tau^\beta}. \tag{14}$$

The shift is $V_0(1-e^{-u_a})$. For $t\ll t_a$ the clock $u_a$ is linear in time, because the coefficient has hardly changed. The drift is then linear too, as long as $u_a\ll1$. With $t_a=10^4$ s, the shift after $10^4$ s of bias is 0.76 V instead of 1.79 V.

**Another reaction order.** Let $g=1-\Delta/V_0$ be the remaining fraction, and let trapping follow $dg/du=-g^m$ with $m>1$. Then $d(g^{1-m})/du=(1-m)g^{-m}(-g^m)=m-1$, and $g(0)=1$ gives

$$g=\left[1+(m-1)u\right]^{-1/(m-1)}. \tag{15}$$

For $m=1.5$ the shift is 1.75 V at $10^4$ s, close to the first-order value. At $t=\tau$ it is 10.0 V, against 11.4 V for first order. The two laws separate when a large part of the overdrive has been used.

**Release.** Let trapped electrons escape at the rate $r\,k(t)$ with constant $r$. With $f=\Delta/V_0$, the equation is $df/du=1-(1+r)f$. The steady value is $1/(1+r)$, and the distance from it decays as $e^{-(1+r)u}$, so

$$f=\frac{1-e^{-(1+r)u}}{1+r}. \tag{16}$$

For $r=0.05$ the shift at $10^4$ s is again 1.79 V to two decimals, while the final shift falls from 18 V to 17.1 V.

## Second half: the drift from the survival of single carriers

### What is carried over

The initial overdrive is $V_0=V_G-V_{T0}$, and the threshold shift is $\Delta=qN/C$, where $N$ is the density of electrons trapped at the interface and $C$ the insulator capacitance per area. At constant gate voltage the free density $n$ obeys $n+N=CV_0/q$. The rate coefficient is $k(t)=k_0(\omega t)^{\beta-1}$, its time integral is $u=(t/\tau)^\beta$, and the first half found $\Delta=V_0(1-e^{-u})$ by integrating a rate equation for densities.

The second derivation follows one electron and needs no differential equation for the density. It also supplies a mechanism from which the power law of $k$ can be obtained.

### Survival as a product

Consider an electron that is free at $t=0$. If it is still free at time $t'$, let $k(t')\,dt'$ be the probability that it is trapped in the next interval $dt'$. Assume that this probability does not depend on the fate of the other electrons. Let $S(t)$ be the probability that the electron is still free at $t$.

Divide the span from 0 to $t$ into $M$ intervals of unequal length, chosen so that each contributes the same amount $\epsilon=u(t)/M$ to the integral of $k$. For $u\propto t^\beta$ the division points are $t_j=t\,(j/M)^{1/\beta}$. This choice deals with the divergence of $k$ at the origin, since the first interval is no different from the rest.

Let $P$ be the probability that an electron free at the start of an interval is trapped within it. It is the integral of $k$ times the probability of having survived so far in that interval. This survival is at most 1, so $P\le\epsilon$. It is also at least $1-P\ge1-\epsilon$, so $P\ge\epsilon(1-\epsilon)$. The electron survives all $M$ intervals with a probability between two bounds:

$$\left(1-\frac uM\right)^M\le S(t)\le\left(1-\frac uM+\frac{u^2}{M^2}\right)^M. \tag{17}$$

As $M\to\infty$, the logarithm of each bound tends to $-u$, because the term $u^2/M^2$ contributes $M\cdot u^2/M^2\to0$. Hence

$$S(t)=e^{-u(t)}. \tag{18}$$

The gate voltage fixes the total number of electrons, and no new ones enter to replace those that are trapped. The mean free density is therefore $(CV_0/q)S$, and the mean trapped density is $(CV_0/q)(1-S)$. Multiplication by $q/C$ gives $\Delta=V_0(1-e^{-u})$, the result of the first half.

This route also gives the scatter. With independent electrons, the number trapped in a device with $N_e$ electrons is binomial, with variance $N_eS(1-S)$. This is at most the mean $N_e(1-S)$, so the relative spread is at most one over the square root of the mean number trapped.

The rate equation and the survival of single electrons both give $\Delta=V_0(1-e^{-u})$ for a prescribed coefficient $k(t)$, and the second route also gives the scatter. It remains to find a mechanism for the decay of $k(t)$, to see what changes when the carriers themselves sink into traps, and to set the model beside a real transistor.

Numbers in the example were calculated in double precision.
